\section*{Why buckled Si(001) dimers look symmetric at room temperature}

\section*{Question}

In room-temperature STM images of clean Si(001), most dimers look like symmetric bars lying flat on the surface. On cooling to somewhere near 200 K, rows of tilted dimers appear in a zigzag, and at room temperature a similar zigzag is seen beside some defects. I conclude that a dimer is flat when warm and buckles when cold, or when a defect distorts it.

I am told that a barrier of about 0.1 eV separates the two tilts. That is four times $k_BT$ at room temperature, so a buckled dimer should stay put and I should see its tilt. Does the symmetric image not show that the dimer is symmetric?

\section*{Answer}

No. The image shows a time average, and the average of two mirror-image tilts is symmetric. A barrier of $4k_BT$ does not hold an atom for long, because the atom tries the barrier several times per picosecond. The images on cooling need a second ingredient, the coupling between dimers: with the barrier alone, the tilt would become visible only near 50 K.

I use rough, round parameters in the regime of Si(001): barrier $E_b=0.10$ eV, atoms $x_0=0.035$ nm above and below the dimer centre, and pixel time $\tau=1$ ms.

\subsection*{How often does a dimer flip?}

Let one atom be at height $x$ and the other at $-x$. The kinetic energy is $2\cdot\frac12 m_{\rm Si}\dot x^2=\frac12M\dot x^2$ with $M=2m_{\rm Si}$. A simple energy with two equivalent tilts is
\begin{equation}
V(x)=E_b\left(1-\frac{x^2}{x_0^2}\right)^2 .
\end{equation}
Put $x=x_0+y$ with small $y$. The bracket is $-2y/x_0$ to first order, so $V\approx4E_by^2/x_0^2$. Equating this to $\frac12M\omega^2y^2$ gives
\begin{equation}
\omega^2=\frac{8E_b}{Mx_0^2},\qquad \nu=\frac{\omega}{2\pi}=5.33\times10^{12}\ \text{s}^{-1}.
\end{equation}

The escape rate $k$ from one well is the probability density at the top, $x=0$, times the mean velocity towards the other well. With a Maxwell distribution,
\begin{align}
\int_0^\infty v\sqrt{\frac{M}{2\pi k_BT}}\,e^{-Mv^2/2k_BT}dv&=\sqrt{\frac{k_BT}{2\pi M}},\\
\int_{\rm well}e^{-V/k_BT}dx&\approx\sqrt{\frac{2\pi k_BT}{M\omega^2}} .
\end{align}
The density at the top is $e^{-E_b/k_BT}$ divided by the second integral, so
\begin{equation}
k\approx\sqrt{\frac{k_BT}{2\pi M}}\sqrt{\frac{M\omega^2}{2\pi k_BT}}\,e^{-E_b/k_BT}=\nu e^{-E_b/k_BT}.
\end{equation}
At 300 K, $k_BT=25.85$ meV and $e^{-100/25.85}\approx0.021$. Hence $k=1.1\times10^{11}$ s$^{-1}$: in this estimate the dimer stays about 9 ps in each tilt and flips about $10^8$ times during one pixel.

The harmonic well is an approximation. Integrating the full quartic well gives 0.93 times this rate at 300 K. We have also counted each crossing of the top as a completed flip; recrossings lower the rate, strongly so if the tilt exchanges energy only slowly with the crystal, but even a factor of a hundred would leave $10^6$ flips per pixel.

\subsection*{What is left of the tilt after averaging?}

Let $s=\pm1$ label the tilt, with probabilities $p_\pm$. From $\dot p_+=-kp_++kp_-$ and $\dot p_-=kp_+-kp_-$, the mean tilt $m=p_+-p_-$ obeys $\dot m=-2km$. The correlation is therefore $\langle s(t)s(t')\rangle=e^{-2k|t-t'|}$. The average over a pixel, $\bar s$, has zero mean and variance
\begin{align}
\langle\bar s^2\rangle&=\frac{1}{\tau^2}\int_0^\tau\!\!\int_0^\tau e^{-2k|t-t'|}dt\,dt'
=\frac{2}{\tau^2}\int_0^\tau(\tau-u)e^{-2ku}du\nonumber\\
&=\frac{2}{\tau^2}\left[\frac{\tau}{2k}-\frac{1-e^{-2k\tau}}{4k^2}\right]
=\frac{1}{k\tau}\left[1-\frac{1-e^{-2k\tau}}{2k\tau}\right].
\end{align}
The factor $2(\tau-u)$ counts the pairs of times separated by $u$.

For $k\tau\ll1$ the variance tends to $1-\frac23k\tau$: each pixel records one definite tilt. For $k\tau\gg1$ it tends to $1/(k\tau)$. At room temperature the root-mean-square residue is $9.5\times10^{-5}$ of a full tilt.

\subsection*{What height does the tip report?}

The feedback is far slower than the flips, so it responds to the average current. Suppose first that the current at each end comes from the atom below the tip. At tip height $z$ above the dimer centre it is proportional to $e^{-2\kappa(z\mp x_0)}$ for the raised or lowered atom, with $\kappa=\sqrt{2m_e\phi}/\hbar=10.25$ nm$^{-1}$ for a work function $\phi=4$ eV. Let $a=2\kappa x_0=0.717$. The end that is up for $s=+1$ gives
\begin{equation}
\bar I_+\propto e^{-2\kappa z}\left[\tfrac{1+m}{2}e^{a}+\tfrac{1-m}{2}e^{-a}\right]
=e^{-2\kappa z}(\cosh a+m\sinh a),
\end{equation}
and the other end has $m\to-m$. At equal current the two tip heights differ by
\begin{equation}
\Delta z=\frac{1}{2\kappa}\ln\frac{1+m\tanh a}{1-m\tanh a}=\frac{1}{\kappa}\,\mathrm{artanh}(m\tanh a).
\label{eq:dz}
\end{equation}
A permanent tilt, $m=1$, returns $a/\kappa=2x_0=0.070$ nm. At $m=0$ the difference vanishes.

The image is still not that of a flat dimer. At $m=0$ both ends are lifted by $\ln(\cosh a)/2\kappa=0.012$ nm relative to a flat dimer, because the raised position adds more current than the lowered one removes. Including the thermal motion within each well at 300 K changes this to 0.011 nm.

\subsection*{Why the barrier alone does not explain the cold images}

Take $k\tau=1$ as the border of freezing; the root-mean-square pixel tilt is then 0.75. A dimer without neighbours reaches it at
\begin{equation}
T_1=\frac{E_b}{k_B\ln(\nu\tau)}=\frac{0.10\ \text{eV}}{k_B\ln(5.33\times10^{9})}\approx52\ \text{K}.
\end{equation}
The logarithm makes this insensitive to the prefactor: with $\nu$ ten times smaller, $T_1=58$ K.

Quantum motion shifts it about as little. In the well, the classical partition function $k_BT/\hbar\omega$ becomes $1/[2\sinh(X/2)]$ with $X=\hbar\omega/k_BT$, which multiplies the rate by $\sinh(X/2)/(X/2)$. At the top, $V\approx E_b-2E_bx^2/x_0^2$ is an inverted parabola of frequency $\omega_b=\omega/\sqrt2$. Averaging its transmission $1/(1+e^{-2\pi E/\hbar\omega_b})$ over a thermal distribution, with $E$ measured from the top, gives a factor $(Y/2)/\sin(Y/2)$ with $Y=\hbar\omega_b/k_BT<2\pi$. The two together raise the rate by 5\% at 300 K and move $T_1$ to 48 K.

None of this comes near 200 K; freezing there would need a barrier of about 0.39 eV at the same $\nu$, or 0.40 eV if $\nu$ grows as $\sqrt{E_b}$. Something other than slow flipping must make the tilt visible there.

\subsection*{Neighbours make one tilt more likely}

Neighbouring dimers in a row prefer opposite tilts. Write the energy of a neighbouring pair as $Js_is_{i+1}$ with $J=20$ meV. Adjacent rows are coupled more weakly, with $J'=2$ meV and the same preference for alternation. These two values are chosen so that ordering falls near the roughly known 200 K; they do not predict it. Other pairs of values would order at the same temperature, so results that depend on $J$ separately are illustrations.

Consider a dimer whose two row neighbours both favour its present tilt. They lower its energy by $2J$, leave the level position $x=0$ unaffected, and raise the opposite tilt by $2J$. To leading order in $J/E_b$ the barriers are
\begin{equation}
E_{\rm out}\approx E_b+2J=0.140\ \text{eV},\qquad E_{\rm back}\approx E_b-2J=0.060\ \text{eV}.
\end{equation}
Adding a linear bias to the quartic well and locating its extrema gives 0.143 and 0.063 eV. We therefore give every flip that changes the energy by $\Delta E$ the rate $k\,e^{-\Delta E/2k_BT}$. This is approximate: for the two flips above, the flux over the biased quartic barrier at 300 K is about 10 to 30\% lower. Forward and backward rates then have the ratio $e^{-\Delta E/k_BT}$ required by equilibrium.

Does coupling slow the motion enough to spoil the averaging at 300 K? For a ring of ten dimers, the matrix of these rates between all $2^{10}$ configurations has a slowest relaxation rate $\Gamma=2.5\times10^{10}$ s$^{-1}$. With such rates the tilt correlation is a sum of decaying exponentials with non-negative weights, none slower than $e^{-\Gamma t}$. The integral used above then bounds the pixel variance by $2/(\Gamma\tau)$. The root-mean-square tilt is at most $2.8\times10^{-4}$, or $1.7\times10^{-5}$ nm in apparent height. A different small patch, two rows of five, coupled by $2J'$ because each stands for both neighbours of the other, and with the ends of each row joined so that the zigzag continues without a break, has $\Gamma=1.5\times10^{10}$ s$^{-1}$, so the conclusion stands.

The ring satisfies $\Gamma\tau=1$ at 87 K. Coupling within a row delays the motion, but still does not stop it at 200 K.

\subsection*{Beside a defect}

Suppose a defect holds one dimer at $s_0=+1$. In an isolated row, introduce $b_i=s_{i-1}s_i$. The energy is $J\sum_ib_i$, so the $b_i$ are independent, each with mean
\begin{equation}
\langle b\rangle=\frac{e^{-J/k_BT}-e^{J/k_BT}}{e^{-J/k_BT}+e^{J/k_BT}}=-\tanh\frac{J}{k_BT}.
\end{equation}
Since $s_n=b_1b_2\cdots b_n$,
\begin{equation}
\langle s_n\rangle=\left(-\tanh\frac{J}{k_BT}\right)^n .
\end{equation}
The alternating sign is the zigzag. At 300 K, $\tanh(20/25.85)=0.649$, and the size of the zigzag falls by a factor $e$ over 2.3 dimers, or 0.9 nm. This range depends strongly on $J$: the pair $J=30$ meV, $J'=0.66$ meV orders at nearly the same temperature but gives 5.1 dimers. The table compares one row with a strip of eight coupled rows (periodic across the rows) at the same $J$ and temperature. The last column is $\Delta z$ from Eq.~(\ref{eq:dz}) for one row.

\begin{center}
\begin{tabular}{cccc}
$n$ & one row & eight rows & $\Delta z$ (nm)\\
\hline
1 & 0.649 & 0.663 & 0.041\\
2 & 0.421 & 0.444 & 0.026\\
3 & 0.273 & 0.301 & 0.017\\
4 & 0.177 & 0.206 & 0.011
\end{tabular}
\end{center}

The first neighbour looks clearly tilted, yet it is not locked. It spends $(1+0.649)/2\approx82\%$ of its time in the favoured tilt and the rest in the other. The defect has not created the buckling; it has made the two tilts unequally likely. A defect that merely biases its dimer to a mean tilt $m_0<1$ multiplies the one-row column by $m_0$, because the $b_i$ do not depend on $s_0$.

\subsection*{On cooling}

Because $\tanh(J/k_BT)<1$ at any $T>0$, an isolated row has no zigzag of unlimited range. Coupling between rows changes this. Relabel alternate sites of the rectangular lattice so that a perfect zigzag has all $s=+1$. A pair that breaks the pattern then costs $2J$ within a row or $2J'$ between rows.

Take a wall between two opposite zigzag domains, running along the rows. At each dimer position it cuts one row-to-row pair, costing $2J'$. If it shifts sideways by $n$ rows before the next position, it also cuts $|n|$ pairs within rows, costing $2J|n|$. The Boltzmann sum per position is
\begin{equation}
e^{-2J'/k_BT}\sum_{n=-\infty}^{\infty}e^{-2J|n|/k_BT}
=e^{-2J'/k_BT}\,\frac{1+e^{-2J/k_BT}}{1-e^{-2J/k_BT}}
=e^{-2J'/k_BT}\coth\frac{J}{k_BT}.
\end{equation}
The wall's free energy per position, $2J'-k_BT\ln\coth(J/k_BT)$, is positive at low temperature. Where it vanishes, walls cost nothing and order is lost:
\begin{equation}
\frac{2J'}{k_BT_o}=\ln\coth\frac{J}{k_BT_o}\quad\Rightarrow\quad T_o\approx210\ \text{K}.
\end{equation}
Here $k_BT_o=18.1$ meV, and both sides equal 0.22. This count omits walls that fold back on themselves and islands of reversed dimers. A test that includes them compares strips of six and eight rows, looking for the temperature at which the correlation length along the rows, divided by the strip width, is the same for both. It also gives 210 K.

So in this model the zigzag appears at 210 K, far above the 52 K at which a lone dimer freezes and the 87 K at which the pattern of a row relaxes slowly on the scale of a pixel. Even at 87 K a dimer in the zigzag leaves its tilt briefly some tens of times per pixel.

\subsection*{A frozen image of moving dimers}

At 150 K, well inside the ordered state, consider $n$ successive dimers of one row reversed against the pattern. The two ends cost $4J$ and the two sides $4J'n$. A given dimer can occupy any of $n$ places in such a stretch. With $q=e^{-4J'/k_BT}$, and neglecting contact between stretches, the probability that it is reversed is
\begin{equation}
p=e^{-4J/k_BT}\sum_{n\ge1}nq^n=e^{-4J/k_BT}\frac{q}{(1-q)^2},\qquad m=1-2p .
\end{equation}
With $k_BT=12.9$ meV this gives $m\approx0.990$; the eight-row strip gives 0.989. The image shows an almost full tilt.

Yet a dimer with all four neighbours in order leaves its tilt over a barrier of about $E_b+2J+2J'=0.144$ eV, at a rate $\nu e^{-0.144\,\text{eV}/k_BT}=7.7\times10^7$ s$^{-1}$. The flux over the biased quartic barrier is about 20\% lower; either way that is several tens of thousands of excursions per pixel. They leave little trace because the reversed state is short-lived: dividing $p\approx0.005$ by this rate gives an average stay of less than 0.1 ns. A static image therefore establishes a nonzero mean tilt, not a motionless dimer.

\subsection*{How could one see the tilt at room temperature?}

Use a probe faster than the flips. Let the core levels of the upper and lower atoms differ by an angular frequency $\delta$. In a frame midway between them, the two amplitudes, exchanged at rate $k$, evolve with the matrix
\begin{equation}
\begin{pmatrix} i\delta/2-k & k\\ k & -i\delta/2-k\end{pmatrix},
\qquad \lambda=-k\pm\sqrt{k^2-\delta^2/4}.
\end{equation}
The eigenvalues follow from $(\lambda+k)^2+\delta^2/4-k^2=0$. For $k<\delta/2$ they have different imaginary parts, hence two line positions; for $k>\delta/2$ the positions merge. Because flips also broaden the lines, two separate peaks are lost somewhat earlier: starting from equal amplitudes, the matrix gives a spectrum proportional to $1/[(\omega^2-\delta^2/4)^2+4k^2\omega^2]$, which has two maxima only for $k<\delta/(2\sqrt2)$. A separation of roughly 0.5 eV requires $k>3.8\times10^{14}$ s$^{-1}$ to merge the positions, about 3400 times the room-temperature flip rate. This is also about 70 times the attempt frequency $\nu$, so no thermal flip rate can reach it; the picture of sudden jumps does not apply at such rates, and the number only shows how far the real case lies from merging. Photoemission can thus distinguish upper from lower atoms while STM cannot.

\subsection*{How close is this to the real surface?}

The barrier, the tilt and the ordering temperature are of the right rough size for Si(001), but the apparent heights should not be read as geometry. The assumption that fails most clearly is that each end of the dimer is imaged by one atom. Adding the current from the second atom, 0.23 nm away sideways, with the tip about 0.7 nm above the dimer, reduces the full-tilt difference from 0.070 to 0.023 nm. The two atoms also have different orbitals, so the contrast depends on bias, and the tip itself can influence flipping, which matters most when thermal flips are rare. Neither effect is included here. They can change the contrast or the cold-surface dynamics, but to undo the room-temperature averaging the tip would have to slow the flips by many orders of magnitude or favour one tilt by an energy comparable with $k_BT$. The remaining digits are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
barrier Eb                        0.10 eV
atom height above centre x0       0.035 nm
couplings J, J'                   20, 2 meV
pixel time                        1 ms
kB*T at 300 K                     25.85 meV
attempt frequency nu              5.331e+12 1/s
flip rate k, 300 K                1.114e+11 1/s
mean dwell time, 300 K            8.98 ps
flips per pixel, 300 K            1.11e+08
rms pixel tilt, lone, 300 K       9.47e-05
rms pixel tilt at k*tau = 1       0.753
lone-dimer freezing T             51.8 K
  same, prefactor 10x smaller     57.8 K
  same, with quantum factor       48.3 K
flux rate / simple rate, 300 K    0.932
quantum rate factor, 300 K        1.046
work function                     4.0 eV
decay constant kappa              10.25 1/nm
a = 2*kappa*x0                    0.717
height difference, m = 1          0.0700 nm
  same, both atoms give current   0.0229 nm
lift over a flat dimer, m = 0     0.0116 nm
barrier out of zigzag, Eb+2J      0.140 eV
  same, from biased double well   0.1430 eV
barrier back, Eb-2J               0.060 eV
  same, from biased double well   0.0631 eV
slowest rate, 10-ring, 300 K      2.53e+10 1/s
  same, two coupled rows of 5     1.47e+10 1/s
rms pixel tilt bound, 10-ring     2.81e-04
  as height difference            1.7e-05 nm
freezing T of 10-ring             87.0 K
tanh(J/kB*T), 300 K               0.649
zigzag range, one row, 300 K      2.31 dimers
  as length                       0.89 nm
zigzag size beside pinned dimer, 300 K: n, one row, 8 rows, nm (one row)
  1  0.649  0.663  0.0413
  2  0.421  0.444  0.0259
  3  0.273  0.301  0.0166
  4  0.177  0.206  0.0107
ordering T, wall formula          210.2 K
ordering T, strips of 6 and 8     210.4 K
mean zigzag, 150 K, formula       0.9896
mean zigzag, 150 K, strip of 8    0.9892
excursion barrier, ordered        0.144 eV
excursion rate, 150 K             7.74e+07 1/s
excursions per pixel, 150 K       7.74e+04
core-level separation             0.5 eV
flip rate needed to merge lines   3.80e+14 1/s
that rate / k at 300 K            3410
\end{verbatim}
